# Stability of the static saddle path and the tunnelling crossover temperature: test program

```python
"""
Result under test: the static path at a saddle gains two extra negative
fluctuation modes when T falls below Tc = hbar*omega_b/(2*pi*kB).
omega_b : frequency of the unstable normal mode at the saddle
nu      : first Matsubara frequency, 2*pi*kB*T/hbar, so nu/omega_b = T/Tc
B       : quartic coefficient of the action in the first-mode amplitude A
Reduced units (mass = omega_b = 1) are used in the general tests.
For the cosine barrier the reduced length is 1/kappa, kappa = 2*pi/hop,
and the reduced energy is half the barrier height.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipk

hbar, kB, eV, amu = const.hbar, const.k, const.e, const.atomic_mass

# ---- Two coupled coordinates: discretized closed paths at the saddle ----
masses = np.array([1.0, 16.0])
hessian = np.array([[-0.6, -0.5], [-0.5, 1.2]])
dynamical = hessian / np.sqrt(np.outer(masses, masses))
mode_values = np.linalg.eigvalsh(dynamical)
assert mode_values[0] < 0 < mode_values[1]
omega_full = np.sqrt(-mode_values[0])
omega_frozen = np.sqrt(-hessian[0, 0] / masses[0])
assert omega_frozen < omega_full

beads = 128
identity = np.eye(beads)
ring = 2*identity - np.roll(identity, 1, axis=0) - np.roll(identity, -1, axis=0)


def bead_eigenvalues(duration):
    """Fluctuation eigenvalues for imaginary-time duration beta*hbar."""
    kinetic = (beads / duration)**2 * np.kron(ring, np.eye(2))
    return np.linalg.eigvalsh(kinetic + np.kron(identity, dynamical))


duration_formula = 2*np.pi / omega_full
duration_found = brentq(lambda t: bead_eigenvalues(t)[1],
                        0.8*duration_formula, 1.2*duration_formula, xtol=1e-9)
# The finite number of beads shifts the crossing by about 1e-4.
assert abs(duration_found/duration_formula - 1) < 2e-4
count_above = int(np.sum(bead_eigenvalues(duration_formula/1.1) < 0))
count_below = int(np.sum(bead_eigenvalues(duration_formula/0.9) < 0))
assert (count_above, count_below) == (1, 3)


# ---- Barrier factor: energy integral and mode product against formula ----
def barrier_factor(t):
    """Parabolic-barrier quantum factor at t = T/Tc > 1."""
    return (np.pi/t) / np.sin(np.pi/t)


def energy_integrand(y, t):
    """Boltzmann weight times transmission, y = (E - barrier)/(kB*T)."""
    return np.exp(-y - np.logaddexp(0.0, -t*y))


def well_factor(t):
    """Harmonic-well quantum factor when well frequency equals omega_b."""
    return np.sinh(np.pi/t) / (np.pi/t)


mode_numbers = np.arange(1, 200001, dtype=float)
table_temperatures = (2.0, 1.2, 1.05)
for t in table_temperatures:
    left = quad(energy_integrand, -45/(t - 1), 0, args=(t,), limit=500)[0]
    right = quad(energy_integrand, 0, 50, args=(t,), limit=500)[0]
    assert abs((left + right)/barrier_factor(t) - 1) < 1e-6
    product = np.exp(-np.sum(np.log1p(-1/(t*mode_numbers)**2)))
    assert abs(product/barrier_factor(t) - 1) < 2e-5
    u = 2*np.pi/t
    partition = np.sum(np.exp(-(np.arange(200) + 0.5)*u))
    assert abs(1/(u*partition)/well_factor(t) - 1) < 1e-10
assert energy_integrand(-40, 1.1) < energy_integrand(-20, 1.1)
assert energy_integrand(-40, 0.9) > energy_integrand(-20, 0.9)


# ---- Nonuniform periodic path from its equation of motion ----
def quartic_B(a, b):
    return 3*b/32 + 5*a**2/48


def solve_path(potential, slope, curvature, a, b, nu, size=40):
    """Return cosine coefficients and mean action drop below static path."""
    theta = (np.arange(size) + 0.5)*np.pi/size
    order = np.arange(size)
    cosines = np.cos(np.outer(theta, order))
    sines = np.sin(np.outer(theta, order))
    amplitude_squared = (1 - nu**2)/(8*quartic_B(a, b))
    assert amplitude_squared > 0
    coeff = np.zeros(size)
    coeff[0] = a*amplitude_squared/2
    coeff[1] = np.sqrt(amplitude_squared)
    coeff[2] = -a*amplitude_squared/6
    for _ in range(40):
        x = cosines @ coeff
        residual = -nu**2*(cosines @ (order**2*coeff)) - slope(x)
        jacobian = -nu**2*cosines*order**2 - curvature(x)[:, None]*cosines
        step = np.linalg.solve(jacobian, residual)
        coeff = coeff - step
        if np.max(np.abs(step)) < 1e-12:
            break
    x = cosines @ coeff
    residual = -nu**2*(cosines @ (order**2*coeff)) - slope(x)
    assert np.max(np.abs(residual)) < 1e-9
    assert abs(coeff[1]) > 0.3*np.sqrt(amplitude_squared)
    velocity = -nu*(sines @ (order*coeff))
    mean_lagrangian = np.mean(velocity**2/2 + potential(x))
    return coeff, potential(0.0) - mean_lagrangian


# An asymmetric barrier with B > 0 and a symmetric one with B < 0.
for a, b, nu in ((0.3, 0.2, 0.999), (0.0, -0.2, 1.001)):
    coeff, drop = solve_path(
        lambda x: -x**2/2 + a*x**3/3 + b*x**4/4,
        lambda x: -x + a*x**2 + b*x**3,
        lambda x: -1 + 2*a*x + 3*b*x**2, a, b, nu)
    B = quartic_B(a, b)
    assert abs(coeff[1]**2/((1 - nu**2)/(8*B)) - 1) < 0.02
    assert abs(drop/((1 - nu**2)**2/(64*B)) - 1) < 0.02
    assert (drop > 0) == (nu < 1)


# ---- Cosine barrier: path, pendulum period and stability ----
def cosine_path(nu):
    return solve_path(np.cos, lambda x: -np.sin(x), lambda x: -np.cos(x),
                      0.0, 1/6, nu)


ratio = 0.8
coeff, reduced_drop = cosine_path(ratio)
turning_point = abs(np.sum(coeff))
pendulum_ratio = np.pi/(2*ellipk(np.sin(turning_point/2)**2))
assert abs(pendulum_ratio - ratio) < 1e-8

points = 101
angles = 2*np.pi*np.arange(points)/points
wave = np.fft.fftfreq(points, 1/points)
minus_second = np.real(np.fft.ifft(
    wave[:, None]**2*np.fft.fft(np.eye(points), axis=0), axis=0))
minus_second = (minus_second + minus_second.T)/2
path = np.cos(np.outer(angles, np.arange(len(coeff)))) @ coeff
path_modes = np.linalg.eigvalsh(ratio**2*minus_second - np.diag(np.cos(path)))
negative_path = int(np.sum(path_modes < -1e-6))
zero_path = int(np.sum(np.abs(path_modes) < 1e-6))
assert (negative_path, zero_path) == (1, 1)

# ---- Worked example in SI units ----
barrier = 0.5*eV
hop = 2.5e-10
kappa = 2*np.pi/hop


def energy(x):
    return barrier/2*(1 + np.cos(kappa*x))


def numerical_curvature(x):
    h = hop*1e-3
    return (energy(x + h) - 2*energy(x) + energy(x - h))/h**2


results = {}
for mass_number in (1, 16):
    mass = mass_number*amu
    omega = kappa*np.sqrt(barrier/(2*mass))
    assert abs(np.sqrt(-numerical_curvature(0)/mass)/omega - 1) < 1e-4
    assert abs(np.sqrt(numerical_curvature(hop/2)/mass)/omega - 1) < 1e-4
    results[mass_number] = (omega, hbar*omega/(2*np.pi*kB))
omega_b, Tc = results[1]
assert abs(Tc/results[16][1] - 4) < 1e-10


def action_gain(t):
    """Action drop in units of hbar at T = t*Tc, mass 1 u."""
    return barrier/2*cosine_path(t)[1]/(kB*t*Tc)


gain = action_gain(ratio)
gain_quartic = barrier/2*(1 - ratio**2)**2/(64*quartic_B(0, 1/6))/(kB*ratio*Tc)
static_action = barrier/(kB*ratio*Tc)
unit_gain_ratio = brentq(lambda t: action_gain(t) - 1, 0.75, 0.97)
B_SI = 3*(barrier*kappa**4/12)/32
width = 4*np.sqrt(B_SI*kB*Tc)/(amu*omega_b**2)
assert abs((1 - unit_gain_ratio)/width - 1) < 0.15

print(f"Barrier height: {barrier/eV:.3f} eV")
print(f"Hop length: {hop*1e10:.3f} angstrom")
for mass_number, (omega, temperature) in results.items():
    print(f"Mass {mass_number} u: omega_b = {omega:.4e} rad/s")
    print(f"Mass {mass_number} u: hbar*omega_b = {hbar*omega/eV*1e3:.2f} meV")
    print(f"Mass {mass_number} u: Tc = {temperature:.2f} K")
print(f"Mass 1 u: kB*Tc = {kB*Tc/eV*1e3:.3f} meV")
print(f"Mass 1 u: well zero-point energy = {hbar*omega_b/eV*500:.2f} meV")
for t in (1.2, 0.8):
    print(f"T/Tc = {t:.2f}: T = {t*Tc:.2f} K")
    for n in (0, 1, 2):
        value = (n*t)**2 - 1
        print(f"  mode n={n}: eigenvalue/(m omega_b^2) = {value:.4f}")
for t in table_temperatures:
    print(f"T/Tc = {t:.2f}: T = {t*Tc:.2f} K, barrier factor = "
          f"{barrier_factor(t):.4f}, well factor = {well_factor(t):.4f}")
print(f"Path at 0.8 Tc: turning point = {turning_point/kappa*1e10:.4f} angstrom")
print(f"Path at 0.8 Tc: static action/hbar = {static_action:.3f}")
print(f"Path at 0.8 Tc: path action/hbar = {static_action - gain:.3f}")
print(f"Path at 0.8 Tc: action gain/hbar = {gain:.3f}")
print(f"Path at 0.8 Tc: quartic estimate of gain/hbar = {gain_quartic:.3f}")
print(f"Path at 0.8 Tc: negative modes = {negative_path}, zero modes = {zero_path}")
print(f"Gain equals hbar at T = {unit_gain_ratio*Tc:.2f} K")
print(f"Gain equals hbar at 1 - T/Tc = {1 - unit_gain_ratio:.4f}")
print(f"Estimated relative width = {width:.4f}")
print(f"Two-coordinate model: negative modes at 1.1 Tc = {count_above}")
print(f"Two-coordinate model: negative modes at 0.9 Tc = {count_below}")
print(f"Two-coordinate model: Tc found/formula = "
      f"{duration_formula/duration_found:.6f}")
print(f"Two-coordinate model: frozen/full omega_b = {omega_frozen/omega_full:.4f}")
print("all good")
```

Running it gives:

```
Barrier height: 0.500 eV
Hop length: 2.500 angstrom
Mass 1 u: omega_b = 1.2344e+14 rad/s
Mass 1 u: hbar*omega_b = 81.25 meV
Mass 1 u: Tc = 150.06 K
Mass 16 u: omega_b = 3.0859e+13 rad/s
Mass 16 u: hbar*omega_b = 20.31 meV
Mass 16 u: Tc = 37.51 K
Mass 1 u: kB*Tc = 12.931 meV
Mass 1 u: well zero-point energy = 40.62 meV
T/Tc = 1.20: T = 180.07 K
  mode n=0: eigenvalue/(m omega_b^2) = -1.0000
  mode n=1: eigenvalue/(m omega_b^2) = 0.4400
  mode n=2: eigenvalue/(m omega_b^2) = 4.7600
T/Tc = 0.80: T = 120.04 K
  mode n=0: eigenvalue/(m omega_b^2) = -1.0000
  mode n=1: eigenvalue/(m omega_b^2) = -0.3600
  mode n=2: eigenvalue/(m omega_b^2) = 1.5600
T/Tc = 2.00: T = 300.11 K, barrier factor = 1.5708, well factor = 1.4651
T/Tc = 1.20: T = 180.07 K, barrier factor = 5.2360, well factor = 2.6041
T/Tc = 1.05: T = 157.56 K, barrier factor = 20.0748, well factor = 3.3214
Path at 0.8 Tc: turning point = 0.7154 angstrom
Path at 0.8 Tc: static action/hbar = 48.334
Path at 0.8 Tc: path action/hbar = 44.864
Path at 0.8 Tc: action gain/hbar = 3.471
Path at 0.8 Tc: quartic estimate of gain/hbar = 3.132
Path at 0.8 Tc: negative modes = 1, zero modes = 1
Gain equals hbar at T = 133.49 K
Gain equals hbar at 1 - T/Tc = 0.1104
Estimated relative width = 0.1137
Two-coordinate model: negative modes at 1.1 Tc = 1
Two-coordinate model: negative modes at 0.9 Tc = 3
Two-coordinate model: Tc found/formula = 1.000100
Two-coordinate model: frozen/full omega_b = 0.9818
all good
```
